Choosing screening radii and cluster size for tight-binding LMTO structure constants

**What fixes the form of the structure constants**

Measure lengths in the Wigner–Seitz radius w, so that w = 1. The two Laplace solutions around a site are

K_L(r) = r^(−l−1) Y_L(r̂), J_L(r) = r^l Y_L(r̂)/[2(2l+1)],

where L = (l,m) and Y_L is a real spherical harmonic. The field K_L of a site R is regular near another site R′ and can be expanded there:

K_L(r−R) = −Σ_L′ J_L′(r−R′) S_{R′L′,RL}. (1)

This defines S. Its on-site blocks are zero.

Let d = R−R′. If all lengths are multiplied by c, K_L scales as c^(−l−1) and J_L′ as c^(l′), so S scales as c^(−l−l′−1). At fixed r the left side of (1) is also harmonic in d, so every coefficient is harmonic in d. A harmonic function of degree −λ−1 has an angular part with angular momentum λ. Hence S contains only harmonics of order l+l′, multiplied by d^(−l−l′−1). The ss element falls only as 1/d, which is why the bare matrix cannot simply be cut off.

The screening setting replaces J_L by J_L − α_l K_L. Requiring this to vanish at a radius a_l gives

α_l = a_l^(2l+1)/[2(2l+1)]. (2)

The settings are therefore the radii a_l (or equivalently α_l) and the size of the cluster on which the screened matrix is computed.

**The numerical factor in S**

Let D_L be the polynomial r^l Y_L with r replaced by ∇. For a complex vector c with c·c = 0, each derivative c·∇ of f(r²) gives 2(c·r)f′ and never acts on c·r, since c·∇(c·r) = 0. Thus (c·∇)^l f = 2^l (c·r)^l f^(l). The polynomials (c·r)^l span the harmonic polynomials of degree l, because their span is a nonzero rotation-invariant part of an irreducible space. With f(s) = s^(−1/2),

D_L(1/r) = (−1)^l (2l−1)!! K_L(r).

Changing the derivative from r to d supplies another (−1)^l, so

K_L(r−d) = [1/(2l−1)!!] D_L^(d) (1/|r−d|).

Insert, for r < d, the expansion

1/|r−d| = Σ_L′ [4π/(2l′+1)] r^l′ Y_L′(r̂) K_L′(d),

and write K_L′(d) = (−1)^l′ D_L′(1/d)/(2l′−1)!!. The product D_L D_L′ is a sum of D_L″ times powers of ∇². Since ∇²(1/d) = 0 away from the origin, only l″ = l+l′ survives:

D_L D_L′(1/d) = (−1)^(l+l′) (2l+2l′−1)!! Σ_m″ C_{LL′L″} K_L″(d),

with C_{LL′L″} = ∫Y_L Y_L′ Y_L″ dΩ. The signs combine to (−1)^l. Comparison with (1), whose right side carries −1/[2(2l′+1)], gives

S_{R′L′,RL} = −8π(−1)^l (2l+2l′−1)!!/[(2l−1)!!(2l′−1)!!] Σ_m″ C_{LL′L″} K_L″(d). (3)

Here (−1)!! = 1. For two s orbitals C = Y = 1/√(4π), so S = −2/d.

**What the setting does, and what it leaves unchanged**

The screened matrix is defined by

S^α = S + SαS^α, or (1−Sα)S^α = S. (4)

Let M = α⁻¹ − S, with every α_l positive. Then

S^α = α⁻¹M⁻¹α⁻¹ − α⁻¹. (5)

To verify this, use 1−Sα = Mα. Multiplying the right side of (5) by Mα gives α⁻¹ − M = S, as (4) requires. Equation (5) also gives 1+αS^α = M⁻¹α⁻¹.

Combine the bare fields with coefficients q = (1+αS^α)e, where e selects one orbital on the central site. At another site, the coefficient of K is αS^αe. The coefficient of J is −Sq = −(S+SαS^α)e = −S^αe. The field there is therefore −(J−αK)S^αe in the retained channels. By (2), its L-projection vanishes at a_l: each sphere acts as a grounded conductor for those channels.

The choice of α is a change of representation. In the atomic-sphere approximation with zero interstitial kinetic energy, let the radial solution in a sphere match K_L − P_L J_L. A sum of fields K with coefficients c becomes Kc − JSc in each sphere. It matches when Pc = Sc. Since P_L depends on the energy of the radial solution, the allowed energies are those at which this equation has a nonzero solution c. Now set c^α = (1−αP)c and P^α = P(1−αP)⁻¹, assuming the inverse exists. Then P^αc^α = Pc, while

S(1−αP)c = Pc − SαPc = (1−Sα)Pc,

so S^αc^α = Pc as well. The same solution satisfies P^αc^α = S^αc^α. Within this model, a dependence of the energies on α signals truncation, cluster error or an inconsistent transformation of P.

**A safe range for the radii**

Choose positive a_l such that a_l + a_l′ ≤ |R−R′| for all l, l′ and all pairs of different sites. Then M is positive definite on every finite cluster. The proof identifies M with an electrostatic energy.

Let φ_RL equal K_L outside radius a_l around R, and J_L/α_l inside. By (2) it is continuous. Its radial derivative jumps by

−(l+1)a_l^(−l−2) − l a_l^(−l−2) = −(2l+1)a_l^(−l−2).

Thus −∇²φ_RL = σ_RL, a surface source of strength (2l+1)a_l^(−l−2)Y_L on that sphere. Integration by parts gives ∫∇φ_i·∇φ_j d³r = ∫σ_iφ_j d³r. The surface term at infinity vanishes, because φ∇φ falls at least as r⁻³ and the area grows as r².

For the same orbital, the integral is

a_l² (2l+1)a_l^(−l−2) a_l^(−l−1) = (2l+1)a_l^(−2l−1) = 1/(2α_l).

Different harmonics on one site give zero. For different sites, non-overlap ensures that the source of one lies where the other field still has its form K. Expansion (1) then gives

a_l² (2l+1)a_l^(−l−2) × {−a_l^l S/[2(2l+1)]} = −S/2.

For φ = Σ q_RL φ_RL, therefore,

∫|∇φ|² d³r = ½ qᵀMq. (6)

The left side is nonnegative. If it is zero, φ is constant and, since it vanishes at infinity, zero everywhere. Its surface sources then vanish. Spheres of different sites meet at most at points, and the harmonics on one site are independent, so q = 0. This proves positive definiteness.

There is also a margin independent of cluster size. Let t be half the nearest-neighbour distance and let all a_l < t. Write M as the positive diagonal matrix α⁻¹(a) − α⁻¹(t) plus α⁻¹(t) − S. The second matrix is positive definite by the result just proved, so

λ_min(M) > min_l [1/α_l(a_l) − 1/α_l(t)]. (7)

Non-overlap is sufficient, not necessary. Beyond it, (6) no longer follows and positivity must be checked for the cluster in use.

**Why the screened matrix is short ranged**

Take a lattice with one site per cell and a_l < b < t for some b. Let the cluster contain whole Wigner–Seitz cells, and let ρ be the distance from the centre to the region outside them. The field φ with coefficients q = M⁻¹α⁻¹e satisfies

∫σ_RLφ d³r = ½(Mq)_RL = ½(α⁻¹e)_RL, (8)

which is zero at every non-central site. In particular, the spherical average of φ on each such s-sphere is zero.

Choose a weight η = γf, where f is 0 on the central cell, min(|R|,ρ) on the ball of radius b around every other site, and ρ outside the cluster. These regions are separated by gaps. For two balls, |R−R′| ≥ 2t, so the gap is at least |R−R′|(1−b/t). For a ball and an outside point y, ρ−|R| ≤ |y−R|, and the gap |y−R|−b is at least t−b, so the slope needed is at most t/(t−b). The central cell has a fixed size and is at least t−b from every other ball, so its slopes are also bounded once the cluster is larger than a few cells. Hence f can be continued between the regions with a slope bounded by some Λ independent of cluster size, for example by taking the minimum over prescribed points y of f(y)+Λ|x−y|, capped at ρ. Thus |∇η| ≤ κ = γΛ.

Let χ = e^η φ. Expanding the derivatives gives

∇φ·∇(e^(2η)φ) = |∇χ|² − |∇η|²χ².

Integrate this. The left side becomes a sum of surface integrals. By (8) those on non-central spheres vanish, since η is constant there; on the central sphere η = 0. Hence

∫|∇χ|² − ∫|∇η|²χ² = ∫|∇φ|² ≡ W. (9)

In each non-central cell χ has zero average on the s-sphere. A constant function with this property is zero, so by compactness there is a μ > 0, the same for all cells, with ∫_cell|∇χ|² ≥ μ∫_cell χ². As ∇η vanishes in the central cell and outside the cluster, (9) gives, for κ² < μ,

∫|∇χ|² ≤ W/(1−κ²/μ).

Moreover W = ½(α⁻¹e)ᵀM⁻¹(α⁻¹e) ≤ 1/[2α_L²λ_min(M)], which (7) bounds independently of size.

Finally, take g = h(r)Y_L around R, supported within radius b and scaled so that ∫σ_RL g = 1. Then q_RL = ∫∇φ·∇g. In this ball ∇φ = e^(−η)∇χ, so the Cauchy–Schwarz inequality gives |q_RL| ≤ constant × exp[−γ min(|R|,ρ)]. Off site, S^α = q/α_l, so it obeys a bound of the same form. This proves exponential decay up to the edge region, but does not predict the best rate or require each shell to be smaller than the last.

The proof uses screening of the s channel. If α_s = 0, the coefficients q = (1+αS^α)e contain no induced monopoles, and a unit s source keeps its net monopole. Polarizing the p and d channels cannot remove it.

**An fcc example**

Four sites per cubic cell give a lattice constant (16π/3)^(1/3) = 2.559w. The nearest distance is 2.559w/√2 = 1.809w, and t = 0.905w. Choose a = 0.7w for s, p and d:

α_s = 0.7/2 = 0.350
α_p = 0.7³/6 = 0.0572
α_d = 0.7⁵/10 = 0.0168.

The smallest difference in (7) is in the s channel: 2.857 − 2.211 = 0.646. With 87 sites and nine orbitals per site, M has dimension 783. Its lowest eigenvalue is 1.074, above the bound. If the common radius is increased, positivity is lost for this cluster at 0.987w, beyond touching. A larger cluster contains this M as a submatrix, so it cannot have a higher lowest eigenvalue; 0.987w is not a safe limit for all clusters.

The Frobenius norm of the 9 × 9 block between the centre and one site of each shell, with screened values from the 87-site cluster, is:

shell (sites), d/w: bare; screened
1 (12), 1.81: 6.71; 6.30
2 (6), 2.56: 1.91; 0.311
3 (24), 3.13: 1.09; 0.0676
4 (12), 3.62: 0.799; 0.0975
5 (24), 4.05: 0.651; 0.0049
6 (8), 4.43: 0.560; 0.0014

The fourth shell exceeds the third, so distance alone is not a safe truncation criterion. A straight-line fit to the logarithm of the norms from the 225-site cluster gives a rate of 3.0/w; it summarizes these six shells and is not an asymptotic constant.

The ss element shows what each channel does. At shell 6 in the 225-site cluster it is −0.451 bare, −0.373 with only p and d screened, −0.011 with only s screened, and −0.00012 with all three. The value with only p and d screened belongs to this cluster rather than to the crystal: the net monopole polarizes the cluster and leaves charge on its surface. Treating the cluster as a dielectric ball of radius R_c = 225^(1/3)w = 6.08w with ε = (1+2a³)/(1−a³) = 2.57 gives the estimate −2[1/(εd) + (1−1/ε)/R_c] = −0.377, more than half of it from the surface term. The remaining term still falls only as 1/d. Screening s removes the long tail. Adding p and d screening lowers the magnitude of the ss element by a further factor of about 90 at this shell, but the factor depends on the shell: it is about 24, 6 and 9 at shells 5, 4 and 3, and at shell 2 the magnitude rises from 0.023 to 0.031.

In the 87-site cluster the s coefficient on the source site is 1 + 0.350 × 3.233 = 2.13. The first shell contributes 12 × 0.350 × (−0.484) = −2.03, nearly cancelling it. In the infinite crystal the decaying field has no flux at infinity, so by Gauss's law the total monopole is zero. The finite-cluster totals are −1.2 × 10⁻³, −3.2 × 10⁻⁵ and 1 × 10⁻⁷ for 43, 87 and 225 sites, relative to a unit bare source. The numerical check also compares (3), (6) and the screened field with direct quadrature.

**Guidance for the settings**

1. **Radii.** Find the shortest distance between sites in units of w. With equal spheres keep every a_l below half of it; with different spheres apply the pairwise condition. The positivity proof covers any arrangement of sites, whereas the decay proof above covers one site per cell. The value 0.7w is supported here for fcc and should not be carried to a more open structure without this check.

2. **All retained channels.** Keep α_s positive, since it removes the monopole tail, and screen p and d too. As all α_l tend to zero on a fixed cluster, (4) returns the bare S. Very small radii therefore preserve positivity but defeat the purpose.

3. **Cluster size.** Put the site of interest at the centre, build S from (3), factorize M by Cholesky decomposition, and solve for that site's nine columns. Going from 87 to 225 sites changes the first-shell block by 1.6 × 10⁻⁶ of its norm. In shell 6, the edge of the smaller cluster, the block changes by about 19% of its 225-site norm, although the two norms differ by only about 5%; the small ss element changes by more than half. Include shells beyond the last one you intend to keep.

4. **Truncation.** Weight each block norm by the number of sites. For a neglected symmetric matrix T, |xᵀTy| is at most Σ‖T_RR′‖|x_R||y_R′|. Since |x_R||y_R′| ≤ ½(|x_R|²+|y_R′|²), the spectral norm of T is at most the largest sum of block norms along a row. With the 225-site norms, shells 5 and 6 contribute 24 × 0.0049 + 8 × 0.0013 ≈ 0.13 to that bound. Shells 3 and 4 contribute 24 × 0.068 + 12 × 0.098 ≈ 2.8, more than the 6 × 0.311 ≈ 1.9 of shell 2. Shells beyond the sixth add about 0.07 more, most of it from the 48 sites of shell 7, so the bound is about 3.0 when stopping after the second shell and about 0.20 when stopping after the fourth. These sums are upper bounds on the norm of what is neglected, not its value. Bloch sums of the neglected blocks over a sample of k-points give largest eigenvalue magnitudes of about 0.43 and 0.03 for the two cuts. For scale, the eigenvalues of the full Bloch-summed S^α, on-site block included, run from about −11.7 to 13.4, so stopping after the second shell moves them by up to about 0.43, under 2% of that range, and stopping after the fourth by about 0.03. The shift of 0.43 is several times the largest single neglected block norm, 0.098, so the cut should be judged from such sums rather than from individual blocks; whether it is acceptable depends on the accuracy wanted in the band energies, which are not computed here.

5. **Use in a crystal.** Copy the central columns to every equivalent site by translation. The infinite-crystal matrix obeys S^α(R) = [S^α(−R)]ᵀ, but columns from a finite cluster can violate this slightly. Average the two sides before using the matrix. Their difference is a partial measure of edge error. At shell 6 of the 87-site cluster its norm is 3.3 × 10⁻⁴, against an error of 2.5 × 10⁻⁴ in the block, which averaging lowers only to 1.9 × 10⁻⁴. In a cluster symmetric under inversion the diagonal elements, ss among them, agree on the two sides whatever their error, so the comparison of cluster sizes in item 3 is still needed.

Values computed for the example and the checks

```
fcc spd; lengths in w; S and alpha dimensionless
lattice constant = 2.558878 w
nearest distance = 1.809400 w; touching radius = 0.904700 w
chosen screening radius = 0.700 w
alpha s,p,d = 0.3500000 0.0571667 0.0168070
1/alpha s,p,d = 2.857143 17.492711 59.499018
1/alpha touching s,p,d = 2.210678 8.102847 16.499748
cluster sites = 43 87 225
main matrix dimension = 783
expansion max error = 3.86e-14
energy-test radii s,p,d / w = 0.7 0.65 0.6
energy matrix scaled max error = 1.24e-09
screened field max error = 4.22e-15
max projection at screening radius = 3.80e-15
lower eigenvalue bound = 0.646465
minimum eigenvalue, 43 and 87 sites = 1.113690 1.074445
minimum eigenvalue at touching, 87 sites = 0.319782
positivity lost, 87 sites: common radius = 0.986696 w
Frobenius norms of 9 x 9 blocks
shell sites d/w bare screened87 screened225
1 12 1.8094 6.710711 6.298551 6.298555
2  6 2.5589 1.908752 0.310515 0.310515
3 24 3.1340 1.093730 0.067644 0.067672
4 12 3.6188 0.799217 0.097527 0.097757
5 24 4.0459 0.650617 0.004928 0.004910
6  8 4.4321 0.560430 0.001401 0.001340
screened87 block norms: shell ss sp sd pp pd dd
1 0.483870 0.977513 1.217467 2.042762 2.702783 3.972303
2 0.030920 0.056044 0.059432 0.108100 0.130377 0.190879
3 0.007056 0.014175 0.017215 0.027490 0.029902 0.031552
4 0.006156 0.013487 0.019346 0.029506 0.042645 0.062313
5 0.000092 0.000336 0.000745 0.001121 0.002058 0.003619
6 0.000051 0.000140 0.000223 0.000488 0.000549 0.000832
ss elements, 225 sites: shell bare pd-only s-only spd
1 -1.105339 -0.633895 -0.565919 -0.483871
2 -0.781593 -0.494839 +0.023337 -0.030922
3 -0.638168 -0.447151 +0.063933 -0.007094
4 -0.552669 -0.413820 +0.035525 +0.006132
5 -0.494323 -0.389383 -0.003031 -0.000126
6 -0.451253 -0.372950 -0.011052 -0.000121
first-shell relative block change, 87 to 225 = 1.64e-06
central s onsite S_alpha, 87 sites = 3.232837
central s coefficient, 87 sites = 2.131493
total s monopole, 43 87 225 sites = -1.218e-03 -3.237e-05 +9.789e-08
fitted norm decay rate, shells 1-6 = 2.9947 / w
fitted 1/e decay length = 0.3339 w
screened norm ratio shell 6 / 1 = 2.128e-04
bare norm ratio shell 6 / 1 = 8.351e-02
```
